# The Moving-Grid Setting for Oxide Growth: Mesh Advection and Mass Conservation

## What dimensions fix before any equation is solved

A planar oxide grows from zero thickness by diffusion. The data are a diffusion coefficient \(D\), with dimension length²/time, and three densities: \(c_0\), dissolved oxidant at the outer surface; \(c_i\), dissolved oxidant at the metal interface; and \(N\), oxidant bound in unit volume of oxide. In a continuum model with linear diffusion, the oxidant may be counted in any unit: multiplying all three densities by one factor leaves the thickness unchanged. Only their ratios can therefore matter, and a length such as \(N^{-1/3}\) cannot enter. No length can be made from \(D\) and these ratios without the time \(t\). The thickness must therefore be

\[
s(t)=2\lambda\sqrt{Dt},
\]

with a dimensionless \(\lambda\), and the density can depend on position only through \(x/\sqrt{Dt}\), or equally through \(x/s\). On the fixed interval \(0<\xi=x/s<1\) the profile then stands still. This makes \(\xi\) a good computational coordinate and supplies an exact reference for the spatial grid.

The setting discussed here is the moving-grid option of a continuum growth calculation. It acts downstream of the electronic-structure work: migration barriers, attempt rates and jump lengths can supply \(D\), and the growth calculation turns \(D\) into a thickness. The option requires a mesh-advection term, a number of cells and a time step.

## The model and its oxidant balance

Let \(x=0\) be the outer surface and \(x=s(t)\) the metal interface. Oxidant enters at \(x=0\), crosses the oxide and reacts at \(x=s\). Coordinates are attached to the oxide already formed. Volume expansion on oxidation then appears as motion of the metal, not as flow inside the oxide. Assume constant \(D\), no drift in an electric field, a fast interface reaction, no dissolved oxidant in the metal and no swelling of formed oxide. Neglect of drift needs separate justification for charged species, above all in films a few nanometres thick. Subscripts \(x,t,\xi\) denote derivatives:

\[
c_t=Dc_{xx},\qquad c(0,t)=c_0,\qquad c(s,t)=c_i .
\]

During \(dt\), new oxide of thickness \(ds\) appears. Per unit area it needs \(N\,ds\) of bound oxidant and \(c_i\,ds\) of dissolved oxidant. Diffusion delivers \(-Dc_x(s,t)\,dt\), so

\[
(N+c_i)s'=-Dc_x(s,t). \tag{1}
\]

The total oxidant is \(m=Ns+\int_0^s c\,dx\). Its derivative includes the motion of the upper limit:

\[
m'=Ns'+c_is'+\int_0^s Dc_{xx}\,dx
=(N+c_i)s'+Dc_x(s,t)-Dc_x(0,t).
\]

By (1) the first two terms cancel, leaving

\[
m'=-Dc_x(0,t). \tag{2}
\]

Everything stored has entered through the outer surface. Using \(N\) alone in (1), while still counting dissolved oxidant in \(m\), would break this balance unless \(c_i=0\).

The densities combine into one parameter. With \(w=(c-c_i)/(c_0-c_i)\), the diffusion equation keeps its form, the boundary values become 1 and 0, and (1) becomes

\[
s'=-SDw_x(s,t),\qquad S=\frac{c_0-c_i}{N+c_i}.
\]

Thus \(\lambda\) depends on the Stefan number \(S\) alone.

## The exact solution used as the reference

Set \(\eta=x/(2\sqrt{Dt})\) and \(c=f(\eta)\). Since \(\eta_t=-\eta/(2t)\) and \(\eta_x^2=1/(4Dt)\), diffusion gives

\[
-\frac{\eta}{2t}f'=\frac{1}{4t}f''
\quad\Longrightarrow\quad f''+2\eta f'=0 .
\]

Hence \(f'\propto e^{-\eta^2}\), whose integral is an error function. The interface lies at \(\eta=\lambda\), and the two boundary values give

\[
c=c_0-(c_0-c_i)\frac{\operatorname{erf}\eta}{\operatorname{erf}\lambda}.
\]

Differentiation, with \(\operatorname{erf}'\eta=2e^{-\eta^2}/\sqrt\pi\), gives the flux

\[
-Dc_x=(c_0-c_i)\sqrt{\frac{D}{\pi t}}\,
\frac{e^{-\eta^2}}{\operatorname{erf}\lambda}. \tag{3}
\]

At the interface this must equal \((N+c_i)s'=(N+c_i)\lambda\sqrt{D/t}\). The factor \(\sqrt{D/t}\) cancels:

\[
\sqrt\pi\,\lambda e^{\lambda^2}\operatorname{erf}\lambda=S. \tag{4}
\]

The left side rises from zero without limit, so each \(S>0\) has one positive root. Integrating (3) at \(\eta=0\) from time zero gives the uptake

\[
Q(t)=\frac{2(c_0-c_i)}{\operatorname{erf}\lambda}\sqrt{\frac{Dt}{\pi}}
=Ns+\int_0^s c\,dx . \tag{5}
\]

The second equality follows from (2), because the film was empty at \(t=0\). A direct quadrature of the profile tests it.

## Why the fixed interval needs mesh advection

Write \(u(\xi,t)=c(\xi s(t),t)\). A point of fixed \(\xi\) moves at velocity \(\xi s'\) through the oxide. The chain rule gives

\[
u_t=c_t+\xi s'c_x,\qquad u_\xi=sc_x,\qquad u_{\xi\xi}=s^2c_{xx},
\]

and therefore

\[
u_t=\frac{D}{s^2}u_{\xi\xi}+\xi\frac{s'}{s}u_\xi. \tag{6}
\]

The last term is mesh advection. No material flows: the grid point moves inward and samples a different part of the profile. Its sign is positive on the right-hand side. Since \(u_\xi<0\) in ordinary growth, the term lowers \(u\), as it must when a sampling point moves towards smaller density.

For a mass balance, multiply (6) by \(s\) and add \(s'u\). Because \(s'u+\xi s'u_\xi=(\xi s'u)_\xi\),

\[
(su)_t=\left[\frac{D}{s}u_\xi+\xi s'u\right]_\xi. \tag{7}
\]

Here \(su\,d\xi\) is the dissolved oxidant in a stretching cell. The bracket contains diffusion through a cell face and the amount swept up by the moving face.

## One time step

Use \(M\) cells of width \(h=1/M\), with faces \(\xi_j=jh\). Let subscripts 0 and 1 on \(s\), and superscripts 0 and 1 on \(u\), mark the old and new times. Define

\[
\bar u=\tfrac12(u^0+u^1),\quad \bar s=\tfrac12(s_0+s_1),\quad
\Delta s=s_1-s_0,\quad k=\frac{D\Delta t}{\bar s}.
\]

The face gradients are

\[
g_0=\frac{2(\bar u_1-c_0)}h,\qquad
g_j=\frac{\bar u_{j+1}-\bar u_j}{h},\qquad
g_M=\frac{2(c_i-\bar u_M)}h .
\]

The factors 2 arise because an end cell's centre is half a cell from the boundary. Interior face values are \(v_j=(\bar u_j+\bar u_{j+1})/2\), and \(v_M=c_i\). The value \(v_0\) is irrelevant because \(\xi_0=0\). Integrating (7) over a cell and a step gives

\[
h(s_1u_j^1-s_0u_j^0)=k(g_j-g_{j-1})
+\Delta s(\xi_jv_j-\xi_{j-1}v_{j-1}). \tag{8}
\]

For any given \(\Delta s\), a uniform density \(u\) equal to both boundary values passes through unchanged: both sides reduce to \(h\,\Delta s\,u\). The interface balance uses the same last gradient:

\[
(N+c_i)\Delta s=-kg_M. \tag{9}
\]

To solve (8), substitute \(u^1=2\bar u-u^0\). Then

\[
s_1u^1-s_0u^0=2s_1\bar u-(s_1+s_0)u^0=2s_1\bar u-2\bar su^0 .
\]

Collecting terms for an interior cell gives

\[
\begin{aligned}
&\left(2hs_1+\frac{2k}{h}-\frac{h\Delta s}{2}\right)\bar u_j
-\left(\frac kh+\frac{\Delta s\,\xi_j}{2}\right)\bar u_{j+1}\\
&\qquad-\left(\frac kh-\frac{\Delta s\,\xi_{j-1}}2\right)\bar u_{j-1}
=2h\bar su_j^0 .
\end{aligned}
\]

In the first row the diffusion part of the diagonal is \(3k/h\), there is no left neighbour, and \(2kc_0/h\) joins the right side. In the last row it is again \(3k/h\), the advection part of the diagonal is \(+\Delta s\,\xi_{M-1}/2\), there is no right neighbour, and \(2kc_i/h+\Delta s\,c_i\) joins the right side.

The procedure is:

1. Guess \(\Delta s\), and form \(s_1\), \(\bar s\) and \(k\).
2. Solve the tridiagonal system for \(\bar u\).
3. Obtain a new \(\Delta s\) from (9), and repeat until it stops changing.
4. Set \(u^1=2\bar u-u^0\) and accept \(s_1\).

If the iteration does not settle, reduce the time step; accepting an unconverged \(\Delta s\) leaves an error in the oxidant balance.

## What conservation proves, and what it does not

Sum (8) over all cells. Each interior face occurs twice with opposite signs, so

\[
h\Bigl(s_1\sum_j u_j^1-s_0\sum_j u_j^0\Bigr)=k(g_M-g_0)+\Delta s\,c_i .
\]

Equation (9) replaces \(kg_M\) by \(-(N+c_i)\Delta s\). Moving \(-N\Delta s\) to the left gives

\[
N\Delta s+h\,\Delta\Bigl(s\sum_j u_j\Bigr)=-kg_0. \tag{10}
\]

The right side is the oxidant admitted during the step. This identity holds on any grid, even a grid too coarse to give the right thickness. Closure of the ledger therefore checks that neighbouring cells share the same face terms, that the interface balance is used consistently and that the iteration has converged. It does not check the accuracy, nor the interior face terms themselves, which cancel whatever their values: with the sign of mesh advection reversed at the interior faces alone, the ledger would still close around a wrong thickness. Accuracy requires comparison of \(s\), the profile and the uptake with the exact solution.

The similarity solution also hides time-step errors. Suppose the discrete profile is stationary and \(s^2=4\lambda_h^2Dt\), where \(\lambda_h\) is the constant belonging to the grid. Since \(\bar s\Delta s=(s_1^2-s_0^2)/2=2\lambda_h^2D\Delta t\),

\[
\frac{k}{\Delta s}=\frac{D\Delta t}{\bar s\Delta s}=\frac1{2\lambda_h^2}.
\]

After division by \(\Delta s\), equations (8) and (9) no longer contain the step length. The same profile solves every step, however long, although the simple iteration on \(\Delta s\) stops converging when the step is very long. A similarity start thus tests the spatial grid; a different start is needed to test the time integration.

## What happens when mesh advection is omitted

Without its last term, (6) becomes \(u_t=(D/s^2)u_{\xi\xi}\). Define \(\tau\) by \(d\tau=D\,dt/s^2\). This is ordinary diffusion on a fixed interval with fixed end values. Deviations from the straight line

\[
u=c_0-(c_0-c_i)\xi
\]

are sums of \(\sin(n\pi\xi)\), decaying as \(e^{-n^2\pi^2\tau}\). With \(u_\xi\) bounded at the interface, (1), written as \((N+c_i)ss'=-Du_\xi(1,t)\), lets \(s^2\) grow at most linearly in \(t\), so \(\tau\) grows at least logarithmically and the deviations die out. The line gives

\[
ss'=\frac{D(c_0-c_i)}{N+c_i}=SD
\quad\Longrightarrow\quad
\lambda_{\rm false}=\sqrt{S/2}. \tag{11}
\]

This is the quasi-steady growth law. It is a legitimate approximation at small \(S\), but it is not the solution of the stated diffusion problem.

The ledger shows the fault. The omitted term would have contributed, over the whole film,

\[
s'\int_0^1\xi u_\xi\,d\xi
=s'\left(c_i-\int_0^1u\,d\xi\right),
\]

by integration by parts. Omitting this negative amount creates oxidant at the rate \(s'(\int_0^1u\,d\xi-c_i)\). For the straight line the mean density is \((c_0+c_i)/2\), so the false source is \((c_0-c_i)/2\) per unit volume of new oxide. Neither \(h\) nor \(\Delta t\) appears in it, so refinement cannot remove it. These results belong to dropping the term from (6). Dropping \(\xi s'u\) from the conservative form (7) or (8) is a different error: the ledger then loses \(c_i\) per unit volume of new oxide, and for \(c_i=0\) it closes although the growth is wrong. In that case the stationary profile obeys \(u_{\xi\xi}=a^2u\) with \(a^2=2\lambda^2\) and \(a\sinh a=S\), which gives \(\lambda=0.481\) at \(S=0.5\) instead of 0.465.

For small \(S\), expand (4):

\[
e^{\lambda^2}\operatorname{erf}\lambda
=\frac2{\sqrt\pi}(1+\lambda^2+\cdots)
\left(\lambda-\frac{\lambda^3}{3}+\cdots\right)
=\frac2{\sqrt\pi}\left(\lambda+\frac{2\lambda^3}{3}+\cdots\right).
\]

Thus \(S=2\lambda^2(1+2\lambda^2/3+\cdots)\). Putting \(\lambda^2\simeq S/2\) in the correction gives \(\lambda^2=(S/2)(1-S/3+\cdots)\), and

\[
\lambda=\sqrt{\frac S2}\left[1-\frac S6+O(S^2)\right]. \tag{12}
\]

The false thickness is too large by a fraction of about \(S/6\), which is 0.17% at \(S=0.01\). In the opposite mathematical limit, \(\operatorname{erf}\lambda\to1\) and the logarithm of (4) gives \(\lambda\sim\sqrt{\ln S}\), far below \(\sqrt{S/2}\). The assumptions of constant \(D\) and no swelling are doubtful there, since dissolved oxidant would outnumber bound oxidant.

## A worked film

Nanometres and seconds suit this problem better than atomic units. The values below are chosen to make the effect of mesh advection visible; they describe no particular oxide. Where dissolved oxidant is scarce beside bound oxidant, as in thermally grown silicon dioxide, \(S\) is far below 1, and by (12) omitting mesh advection hardly changes the thickness. Take the round model values \(D=10\ \mathrm{nm^2/s}\), \(N=36\ \mathrm{nm^{-3}}\), \(c_0=24\ \mathrm{nm^{-3}}\) and \(c_i=4\ \mathrm{nm^{-3}}\). Then

\[
S=\frac{24-4}{36+4}=0.5,\qquad \lambda=0.464786 .
\]

A 10 nm film on the similarity curve has the age

\[
t_0=\frac{s^2}{4\lambda^2D}
=\frac{100}{4(0.464786)^2(10)}=11.573\ \mathrm{s}.
\]

At \(100t_0=1157.27\) s the exact thickness is 100 nm. Bound oxidant amounts to \(36\times100=3600\ \mathrm{nm^{-2}}\), and dissolved oxidant to \(1364.54\ \mathrm{nm^{-2}}\). Their sum, \(4964.54\ \mathrm{nm^{-2}}\), is the uptake (5) since time zero. By the \(\sqrt t\) law one tenth of it was present at \(t_0\), leaving \(4468.08\ \mathrm{nm^{-2}}\) to enter during the run.

With 80 cells and 400 steps equally spaced in \(\ln t\), the first step lasts 0.1340 s and adds 0.05774 nm. The new bound oxidant is \(36\times0.05774=2.08\ \mathrm{nm^{-2}}\). The inflow is \(2.87\ \mathrm{nm^{-2}}\), so by (10) the remaining \(0.79\ \mathrm{nm^{-2}}\) is dissolved in the thicker film.

At the end the relative thickness errors are \(4.95\times10^{-5}\), \(1.24\times10^{-5}\) and \(3.09\times10^{-6}\) for 20, 40 and 80 cells. Each halving of \(h\) divides the error by 4.000: the scheme is second order in space here, despite the one-sided end gradients. With 80 cells the uptake is wrong by \(1.2\times10^{-6}\) of its exact value. The ledger closes to about \(2\times10^{-12}\) of the final content on all three grids, although their thickness errors differ sixteenfold. Using 40 steps instead of 400 changes the thickness by a fraction of only \(5.7\times10^{-8}\), as the invariance argument predicts for a nearly stationary discrete profile.

With the last term of (6) dropped, the final thickness is 107.50 nm on both 20 and 80 cells, an excess of 7.5%. The late growth constant is 0.5000, in agreement with (11), and the false source is \(10.00\ \mathrm{nm^{-3}}\), equal to \((24-4)/2\). The straight-line film stores \(36+(24+4)/2=50\ \mathrm{nm^{-3}}\) per unit of new volume, so one fifth of its added oxidant never entered through the surface.

## A start that is not self-similar

Add a smooth excess \(A[4\xi(1-\xi)]^4\) to the dissolved density of the 10 nm film. Its areal amount is \(10\ \mathrm{nm}\times A\times128/315\). The value used, \(81.27\ \mathrm{nm^{-2}}\), corresponds to \(A=20\ \mathrm{nm^{-3}}\). The excess and its first three derivatives vanish at both ends, so it causes no abrupt start at the boundaries.

At \(4t_0=46.29\) s the mapped calculation gives 20.4343 nm, against 20 nm without the excess. An independent calculation on a fixed grid gives 20.4337 nm. It follows the total oxidant in each cell, treats a cell as fully oxidized once its content reaches \(N+c_i\), and lets only the surplus diffuse. It uses neither \(\xi\) nor a tracked interface. The disagreement of 0.0006 nm is small beside the 0.434 nm produced by the excess.

Going from 160 to 320 to 640 logarithmic steps changes this thickness by amounts in the ratio 4.008, as expected of second order in time for this smooth transient. With much coarser steps the ratio has not yet settled at 4.

The relative deviation from similarity growth falls from 2.17% at \(4t_0\) to 0.088% at \(100t_0\). A shift of the time origin explains the size of this fall. If the film has settled on \(s^2=4\lambda^2D(t+\delta)\), its relative deviation is \(\sqrt{1+\delta/t}-1\simeq\delta/(2t)\). At \(4t_0\) the full square root gives \(\delta/t=1.0217^2-1=0.0439\). At \(100t_0\) this ratio is 25 times smaller, 0.00176, and half of it is 0.088%. The agreement supports this reading for the film studied; it does not prove it for every initial profile.

## Choosing the settings

**Mesh advection.** Keep it on whenever a time-dependent diffusion equation is solved on \(\xi\). If \(S/6\) is far below the accuracy required and the starting film holds no large excess of dissolved oxidant, the quasi-steady law (11) may suffice, and its neglect of changes in dissolved storage should then be stated.

**Cells.** For a smooth profile at \(S=0.5\), 20 cells already give a relative thickness error near \(5\times10^{-5}\). Double the number of cells twice: if the second change in thickness is about a quarter of the first, the second-order regime has been reached. Sharp initial profiles need their own refinement test.

**Time steps.** Equal steps in \(\ln t\) suit parabolic growth, since

\[
\frac{D\Delta t}{s^2}\simeq\frac{\Delta(\ln t)}{4\lambda^2}
\]

stays constant. Judge the step on the real initial profile, not on the similarity solution. For a mode with decay rate \(r\) at nearly fixed \(s\), the midpoint rule multiplies the amplitude by \((1-r\Delta t/2)/(1+r\Delta t/2)\). This tends to \(-1\) for large \(r\Delta t\), so rough initial data leave slowly fading oscillations. Smooth the start, or take short first steps until the oscillations have died out. The fastest mode on the grid has \(r\simeq4D/(hs)^2\), so a mild shortening may still leave its factor close to \(-1\).

**Initial thickness.** The map is singular at \(s=0\). Start from a finite film, with the similarity profile if its history is unknown.

**Interface reaction.** If the reaction is slow, with a rate coefficient \(\kappa\) of dimension length/time, \(D/\kappa\) is a length. The opening argument then fails, \(c_i\) varies with time, and growth need not be parabolic. The mapping (7) remains valid, but the boundary condition and the reference solution must be replaced.

The program prints the main values from these runs.

## Calculated quantities

```
D = 10.0 nm^2/s; N = 36.0 nm^-3
c0 = 24.0 nm^-3; ci = 4.0 nm^-3
Stefan number S = 0.5000 (dimensionless)
similarity constant lambda = 0.46478592 (dimensionless)
start: thickness = 10.000 nm, time = 11.572684 s
end time = 1157.2684 s
first step, 80 cells, 400 steps: dt = 0.134005 s
first-step thickness increase = 0.057736 nm
first-step oxidant inflow = 2.866051 nm^-2
exact final thickness = 100.000000 nm
exact final bound oxidant = 3600.0000 nm^-2
exact final dissolved oxidant = 1364.5384 nm^-2
exact total uptake from zero time = 4964.5384 nm^-2
exact uptake from start to end = 4468.0845 nm^-2
numerical uptake, 80 cells = 4468.0900 nm^-2
20 cells: final thickness = 100.004947 nm
  relative errors: thickness 4.947e-05, uptake 1.969e-05
  largest profile error = 2.279e-03 nm^-3
  largest relative ledger defect = 1.7e-12
40 cells: final thickness = 100.001237 nm
  relative errors: thickness 1.237e-05, uptake 4.923e-06
  largest profile error = 5.766e-04 nm^-3
  largest relative ledger defect = 2.1e-12
80 cells: final thickness = 100.000309 nm
  relative errors: thickness 3.092e-06, uptake 1.231e-06
  largest profile error = 1.447e-04 nm^-3
  largest relative ledger defect = 2.2e-12
thickness-error ratios on halving cells = 4.000, 4.000
relative thickness change, 40 against 400 steps = 5.66e-08
quasi-steady constant sqrt(S/2) = 0.500000
no mesh advection, 20 cells: thickness = 107.4985 nm
  late growth constant = 0.500000 (dimensionless)
  false source per volume of growth = 10.0000 nm^-3
no mesh advection, 80 cells: thickness = 107.4985 nm
  late growth constant = 0.500000 (dimensionless)
  false source per volume of growth = 10.0000 nm^-3
no-advection thickness excess = 7.498 %
loaded film: comparison time = 46.2907 s
  initial excess = 81.2698 nm^-2
  mapped-grid thickness, 640 steps = 20.43426 nm
  fixed-grid enthalpy thickness = 20.43367 nm
  similarity thickness without excess = 20.00000 nm
  time-step difference ratio = 4.008
  relative deviation at comparison time = 2.171e-02
  relative deviation at end time = 8.805e-04
```
